\section*{Yamaji angles of a weakly warped cylindrical Fermi surface}

\section{Why the orbit area depends on tilt}

In the simplest model of a layered metal, electrons move freely within the layers and hop weakly between them. The Fermi surface is then a cylinder whose radius varies slightly along its axis. In a magnetic field, each plane perpendicular to the field cuts out one orbit, and each orbit area sets an oscillation frequency. With the field along the axis, wide and narrow sections have different areas, so their oscillations beat. When the field is tilted far enough, each orbit passes through both wide and narrow parts, and at certain tilts the differences between orbits nearly cancel. These tilts are the Yamaji angles. The cancellation holds to first order in the interlayer hopping; the second-order remainder is derived below.

The model is
\begin{equation}
E=\frac{\hbar^2(k_x^2+k_y^2)}{2m}-2t\cos(ck_z),\qquad E_F=\frac{\hbar^2k_F^2}{2m},
\end{equation}
with layer spacing $c$, in-plane mass $m$ and hopping $t>0$. The field $\mathbf B=B(\sin\theta,0,\cos\theta)$ is tilted by $\theta$ from the layer normal. The treatment is semiclassical, at fixed Fermi energy.

\section{The orbit and its projection}

Let $K$ be the height at which an orbit plane cuts the cylinder axis. Since the plane is normal to $\mathbf B$,
\begin{equation}
k_x\sin\theta+k_z\cos\theta=K\cos\theta
\quad\Rightarrow\quad k_z=K-k_x\tan\theta .
\end{equation}
Projection onto the $k_xk_y$ plane multiplies areas by $\cos\theta$. The orbit area is therefore $S=A/\cos\theta$, where $A$ is the projected area.

Write $k_x=\rho\cos\varphi$, $k_y=\rho\sin\varphi$ and $u=\rho^2$. Multiplying $E=E_F$ by $2m/\hbar^2$ gives
\begin{equation}
u=k_F^2+a\,g(u,\varphi),\quad
g=\cos\!\left(cK-c\sqrt u\tan\theta\cos\varphi\right),\quad
a=\frac{4mt}{\hbar^2}. \label{implicit}
\end{equation}
Because $|g|\le1$, every solution lies between $k_F^2-a$ and $k_F^2+a$. In that interval
\begin{equation}
\left|a\frac{\partial g}{\partial u}\right|\le
\frac{ac\tan\theta}{2\sqrt{k_F^2-a}} .
\end{equation}
If the right side is below one, $u-k_F^2-ag$ increases with $u$. It is non-positive at the lower end and non-negative at the upper end, so each azimuth has one radius and the orbit is a single closed loop. For small $a$ the bound is about $(t/E_F)\,ck_F\tan\theta$, because $a/k_F^2=2t/E_F$. The condition fails as $\theta\to90^\circ$, however weak the warping.

\section{Area to second order in the warping}

Set $u_0=k_F^2$, $g_0=g(u_0,\varphi)$ and $x=ck_F\tan\theta$. Inserting $u=u_0+ag_0$ into the argument of $g$ in (\ref{implicit}) gives
\begin{equation}
u=u_0+ag_0+a^2g_0\frac{\partial g_0}{\partial u_0}+O(a^3)
=u_0+ag_0+\frac{a^2}{2}\frac{\partial g_0^2}{\partial u_0}+O(a^3).
\end{equation}
The area in polar coordinates is $A=\frac12\oint u\,d\varphi$, hence
\begin{equation}
A=\pi k_F^2+\frac a2\oint g_0\,d\varphi
+\frac{a^2}{4}\frac{d}{du_0}\oint g_0^2\,d\varphi+O(a^3). \label{series}
\end{equation}

For the first integral, expand the cosine of a difference:
\begin{equation}
\oint g_0\,d\varphi=\cos(cK)\oint\cos(x\cos\varphi)\,d\varphi
+\sin(cK)\oint\sin(x\cos\varphi)\,d\varphi .
\end{equation}
The last integral vanishes, since $\varphi\to\pi-\varphi$ reverses its integrand. The other defines the Bessel function
\begin{equation}
J_0(x)=\frac1{2\pi}\oint\cos(x\cos\varphi)\,d\varphi .
\end{equation}
Therefore
\begin{equation}
\boxed{S\cos\theta=\pi k_F^2+\pi a\,J_0(x)\cos(cK)+O(a^2).} \label{main}
\end{equation}
At $J_0(x)=0$ the area is independent of $K$ to first order in $t$, at fixed $x$.

For the second-order term, $g_0^2=\frac12+\frac12\cos(2cK-2x\cos\varphi)$, so the same symmetry gives
\begin{equation}
\oint g_0^2\,d\varphi=\pi+\pi J_0(2x)\cos(2cK).
\end{equation}
Since $x\propto\sqrt{u_0}$, $dx/du_0=x/(2u_0)$. With $J_1=-J_0'$, this means $dJ_0(2x)/du_0=-xJ_1(2x)/u_0$, and
\begin{equation}
A_2=-\frac{\pi a^2x}{4k_F^2}J_1(2x)\cos(2cK). \label{second}
\end{equation}
At a zero $x_n$ of $J_0$, the difference between the largest and smallest orbit areas is, to leading order,
\begin{equation}
\Delta S_n=\frac{\pi a^2x_n|J_1(2x_n)|}{2k_F^2\cos\theta_n}. \label{residual}
\end{equation}

At $\theta=0$, by contrast, $x=0$ and (\ref{implicit}) gives $S=\pi k_F^2+\pi a\cos(cK)$ without approximation. The spread there is $2\pi a$, first order in $t$.

\section{The angles}

The large-$x$ form of $J_0$ comes from the points where the phase $x\cos\varphi$ is stationary, $\varphi=0$ and $\pi$. Write $J_0$ as the real part of $(2\pi)^{-1}\oint e^{ix\cos\varphi}d\varphi$. Near $\varphi=0$, $\cos\varphi\approx1-\varphi^2/2$, and the contribution to the integral is
\begin{equation}
e^{ix}\int_{-\infty}^{\infty}e^{-ix\varphi^2/2}d\varphi
=\sqrt{\frac{2\pi}{x}}\,e^{i(x-\pi/4)} .
\end{equation}
The point $\varphi=\pi$ gives the complex conjugate. Adding the two and dividing by $2\pi$,
\begin{equation}
J_0(x)\approx\sqrt{\frac{2}{\pi x}}\cos\left(x-\frac\pi4\right). \label{asym}
\end{equation}
The zeros satisfy $x-\pi/4=(n-\frac12)\pi$, which gives
\begin{equation}
\boxed{\tan\theta_n=\frac{x_n}{ck_F}\approx\frac{\pi(n-1/4)}{ck_F},\qquad n=1,2,\ldots} \label{angles}
\end{equation}

The two stationary points are the ends of the orbit along the tilt. In the warping integral they contribute in proportion to $\cos(cK-\alpha)$ and $\cos(cK+\alpha)$, with $\alpha=x-\pi/4$. Their sum is $2\cos(cK)\cos\alpha$. In this large-$x$ approximation, one end adds as much area as the other removes at a Yamaji angle, whatever the value of $K$.

To size the error of (\ref{angles}), use Bessel's equation. Integration by parts gives
\begin{equation}
J_0'=-\frac1{2\pi}\oint\sin(x\cos\varphi)\,d(\sin\varphi)
=-\frac{x}{2\pi}\oint\sin^2\!\varphi\,\cos(x\cos\varphi)\,d\varphi .
\end{equation}
The last expression equals $-x(J_0''+J_0)$, so $J_0''+J_0'/x+J_0=0$. Substituting $J_0=w/\sqrt x$ removes the first derivative:
\begin{equation}
w''+\left(1+\frac1{4x^2}\right)w=0 .
\end{equation}
At large $x$ the local wave number is $1+1/(8x^2)$. Its integral, matched to (\ref{asym}) at infinity, is the phase $x-1/(8x)-\pi/4$. With $\beta_n=\pi(n-\frac14)$, the zeros obey $x_n-1/(8x_n)\approx\beta_n$, or
\begin{equation}
x_n\approx\beta_n+\frac1{8\beta_n}.
\end{equation}
The simple formula thus puts $\tan\theta_n$ too low by a relative amount of about $1/(8\beta_n^2)$. An implementation should use the tabulated zeros $x_n$, at least for small $n$.

\section{Effect on quantum oscillations}

Orbit quantization requires $\hbar S/(2\pi eB)=N+\gamma$, with integer $N$ and constant $\gamma$. The density of states is an integral over $K$ of delta functions at these levels, weighted by $\partial S/\partial E$. With $y=\hbar S/(2\pi eB)$, the Fourier series of the periodic row of delta functions is
\begin{equation}
\sum_N\delta(y-N-\gamma)=1+2\sum_{p\ge1}\cos[2\pi p(y-\gamma)] .
\end{equation}
The fundamental, $p=1$, has phase $\hbar S/(eB)-2\pi\gamma$. By (\ref{main}) its $K$-dependent part is $\Lambda\cos(cK)$, with
\begin{equation}
\Lambda=\frac{\hbar\pi aJ_0(x)}{eB\cos\theta} .
\end{equation}
The weight $\partial S/\partial E$ is constant to leading order in $a$. Averaging over one period of $K$ removes the odd part $\sin(\Lambda\cos cK)$ and leaves the factor
\begin{equation}
R_K=\left|\frac{1}{2\pi}\oint\cos(\Lambda\cos\xi)\,d\xi\right|=|J_0(\Lambda)| . \label{interference}
\end{equation}
At a Yamaji angle $\Lambda=0$ and $R_K=1$: all orbits oscillate in phase, apart from the second-order remainder.

Three further factors act on the same fundamental. They depend on the rate at which its phase changes with energy,
\begin{equation}
\lambda=\frac{\hbar}{eB}\frac{\partial S}{\partial E}\approx\frac{2\pi m}{\hbar eB\cos\theta},
\end{equation}
which corresponds to a level spacing $2\pi/\lambda$.

\emph{Spin.} The Zeeman energies $\pm g\mu_BB/2$, where $g$ now denotes the electron $g$-factor and $\mu_B=e\hbar/(2m_e)$, shift the phase by $\pm\lambda g\mu_BB/2=\pm\pi gm/(2m_e\cos\theta)$. The mean over both spins has the factor $R_S=|\cos[\pi gm/(2m_e\cos\theta)]|$.

\emph{Temperature.} The oscillation is averaged with $-f'(\varepsilon)$, where $f=1/(e^{\varepsilon/k_BT}+1)$. Let $I=\int(-f')e^{i\lambda\varepsilon}d\varepsilon$. Shifting the path by $2\pi ik_BT$ leaves $f'$ unchanged and multiplies $I$ by $e^{-2\pi\lambda k_BT}$. The paths enclose $\varepsilon_0=i\pi k_BT$, where $-f'\approx-k_BT/(\varepsilon-\varepsilon_0)^2$, with residue $-i\lambda k_BTe^{-\pi\lambda k_BT}$. Hence
\begin{equation}
R_T=I=\frac{2\pi\lambda k_BT\,e^{-\pi\lambda k_BT}}{1-e^{-2\pi\lambda k_BT}}
=\frac{X}{\sinh X},\qquad X=\pi\lambda k_BT .
\end{equation}

\emph{Scattering.} A lifetime $\tau$ is modelled by Lorentzian levels of half width $\Gamma=\hbar/(2\tau)$. The residue at $\varepsilon=i\Gamma$ gives $R_D=e^{-\lambda\Gamma}=\exp[-\pi m/(eB\tau\cos\theta)]$.

\section{Worked example}

Take $c=1.5$ nm, $k_F=3$ nm$^{-1}$, $m=2m_e$ and $t=0.5$ meV. Then $ck_F=4.5$, $E_F=171$ meV and $a=2tk_F^2/E_F=0.0525$ nm$^{-2}$. The frequency of an orbit is $F=\hbar S/(2\pi e)$; its mean at $\theta=0$ is 2962 T. The spread there is $2962\times2a/k_F^2=34.6$ T, or 1.2\% of the mean.

For tilted fields, areas were computed in the orbit plane itself. With coordinates $(p,q)$ such that $\mathbf k=(p\cos\theta,\,q,\,K-p\sin\theta)$,
\begin{equation}
q^2=k_F^2-p^2\cos^2\theta+a\cos[c(K-p\sin\theta)],\qquad S=2\int_{p_-}^{p_+}|q|\,dp .
\end{equation}
The turning points $p_\pm$ were found by root search. The substitution $p=\frac12(p_++p_-)+\frac12(p_+-p_-)\sin s$ removes the square-root ends, after which a 200-point midpoint rule was used. Spreads are taken over 64 values of $K$ in one period.

\begin{center}
\begin{tabular}{cccccc}
$n$ & $x_n$ & $\theta_n$ & $\theta_n^{\rm simple}$ & $\Delta F(\theta_n)$ & $\Delta F(\theta_n^{\rm simple})$\\
1 & 2.405 & $28.12^\circ$ & $27.64^\circ$ & 0.041 T & 0.99 T\\
2 & 5.520 & $50.81^\circ$ & $50.70^\circ$ & 0.081 T & 0.41 T\\
3 & 8.654 & $62.53^\circ$ & $62.49^\circ$ & 0.136 T & 0.32 T\\
4 & 11.792 & $69.11^\circ$ & $69.09^\circ$ & 0.203 T & 0.33 T
\end{tabular}
\end{center}

Here $\theta_n^{\rm simple}$ uses $\pi(n-\frac14)$ in place of $x_n$. At the first Yamaji angle the spread is 0.12\% of its value at $\theta=0$. The second-order law (\ref{residual}) gives 0.041 T for $n=1$ and 0.201 T for $n=4$, close to the computed areas. The residual grows with $n$: differentiating (\ref{asym}) gives $|J_1(2x_n)|\approx1/\sqrt{2\pi x_n}$, so at large $x_n$ (\ref{residual}) scales as $\sqrt{x_n}/\cos\theta_n$. The single-radius bound is 0.034 at $n=4$, well below one.

The simple formula misses the first angle by $0.48^\circ$, which is enough to raise the spread from 0.041 to 0.99 T. If $k_F$ is inferred from two successive angles as $\pi/(c\,\Delta\tan\theta)$, the first pair gives $\pi/(x_2-x_1)=\pi/3.115$ times the true value, an overestimate of 0.8\%.

Now fix $B=15$ T. At $\theta=0$ the phase amplitude is $\Lambda=\pi\Delta F/B=\pi(34.6)/15=7.2$. Summing the phases of the computed areas, with weight $\partial S/\partial E$, gives $R_K=0.29$. The factor is 0.18 at $15^\circ$, 1.00 at $28.12^\circ$ and 0.40 at $40^\circ$. The value at $15^\circ$ is lower than at $\theta=0$ because $|J_0(\Lambda)|$ oscillates as $\Lambda$ falls, so the approach to a Yamaji angle need not be monotonic.

With $T=1$ K, $\tau=3$ ps and $g=2$, all held fixed as the field is tilted, the products $R_KR_SR_TR_D$ are
\begin{align}
\theta=0:&\quad 0.293\times1.000\times0.564\times0.452=0.075,\\
\theta=28.12^\circ:&\quad 1.000\times0.667\times0.488\times0.407=0.132 .
\end{align}
Interference alone gives a gain of 3.4, but the other factors reduce the net gain to 1.8. Both gains are specific to this field, because $R_K$ at $\theta=0$ oscillates with $B$ and can vanish. Since the other factors also vary with angle, the amplitude maximum need not lie at $\theta_n$. The frequency spread is smallest at $\theta_n$ in this example, but its collapse cannot be read directly from beats close to that angle: by (\ref{interference}), a beat node at 15 T needs a spread of about 11.5 T.

\section{Use for real layered metals}

The parameters lie in the rough range of layered organic metals, whose layer spacings are of order 1 to 2 nm and whose interlayer hopping is usually below 1 meV. The value $t=0.5$ meV is towards the strong end for that class. The numbers describe the model and no particular compound.

The section of a real Fermi surface need not be circular. For the surface $(k_x/s_x)^2+(k_y/s_y)^2=k_F^2+a\cos(ck_z)$, put $k_x=s_x\rho\cos\varphi$ and $k_y=s_y\rho\sin\varphi$. Areas gain the factor $s_xs_y$, and the Bessel argument becomes $cs_xk_F\tan\theta$. For a tilt along this principal axis, the angle therefore measures the semi-axis $s_xk_F$. For an oblique tilt it measures the half-width of the section projected onto the tilt direction, which differs from the radius in that direction. A 5\% elongation along a principal axis, with the tilt along the same axis and the section area unchanged, moves the first angle from $28.12^\circ$ to $26.97^\circ$. This shift exceeds the error of the simple formula.

Hopping $t_2$ to the second layer, through a term $-2t_2\cos(2ck_z)$, adds $\pi a_2J_0(2x)\cos(2cK)$ to $A$ at first order, with $a_2=4mt_2/\hbar^2$. This does not vanish at $x_n$. For $t_2=0.02t$ the spread at the first angle rises from 0.041 to 0.146 T. The sign matters: for $t_2=-0.02t$ the spread is 0.228 T, and near $t_2=0.004t$ the two contributions cancel. A measured residual spread therefore cannot be assigned to second-order warping unless $|t_2|$ is known to be much smaller than $0.004t$. The tilt must also be accurate to well within $0.02^\circ$, since an error of that size raises the spread at the first angle from 0.041 to 0.064 T.

The Zeeman correction to the angle is much smaller here than that of the 5\% elongation. At 15 T the Zeeman shift of 0.87 meV per spin separates the first Yamaji angles of the two spins by $0.12^\circ$. Each lies $0.06^\circ$ from $28.12^\circ$, beyond the $0.02^\circ$ tolerance above. At that tilt and field the area spread of each spin corresponds to about 0.126 T, so no single tilt brings both spins down to the second-order residual. The Landau index near that angle is about 224, which supports semiclassical quantization. The lifetime width $\hbar/\tau=0.22$ meV is below both the level spacing of 0.77 meV and the interlayer bandwidth $4t=2.0$ meV. If the width approached the bandwidth, $k_z$ would no longer label states sharply, and the picture of separate orbits at each $K$ would need its own justification.

The Fermi energy was held fixed. At fixed electron number it can oscillate with field. A displacement by one full level spacing would change $k_F$ by $\frac12(0.77/171)=0.2\%$, and hence $\tan\theta_n$ by the same fraction. That is small compared with the effect of a 5\% elongation, but it moves the first angle by $0.05^\circ$ and would raise the spread at $28.12^\circ$ from 0.041 to 0.11 T. The amplitude factors above were also derived at fixed Fermi energy, and may change at fixed electron number.
